Why heating electrons redshifts the epsilon-near-zero wavelength of indium tin oxide

**Q:** Suppose I pump an indium tin oxide film with photons too weak to cross its gap. The electrons get hot, but their number stays the same. Why should the plasma frequency change at all?

**A:** Because the plasma frequency measures how easily a field accelerates the electrons, and that depends on which states they occupy. Let a field F shift the whole distribution f(k) by a small vector δ. With charge −e, the current density is

j = −e ∫ [2 d³k/(2π)³] f(k − δ) v(k) = −e ∫ [2 d³k/(2π)³] f(k) v(k + δ).

The factor 2 counts spin; the second form renames the integration variable. The velocity is v = (1/ħ) ∂E/∂k, so to first order in δ

vᵢ(k + δ) = vᵢ(k) + (1/ħ) Σⱼ (∂²E/∂kᵢ∂kⱼ) δⱼ.

The first term gives no current in equilibrium. In an isotropic band, averaging the second over directions leaves one third of its trace. Define

K = (1/3ħ²) Σᵢ ∂²E/∂kᵢ²,  D = ∫ g(E) f(E) K(E) dE,

where g is the density of states per volume, spin included, and E starts at the band edge. Then j = −eħδD. Between collisions ħ dδ/dt = −eF, so dj/dt = e²DF. For a field varying as exp(−iωt) this means j = ie²DF/ω, and adding ij/(ε₀ωF) to the background ε∞ gives

ε = ε∞ − e²D/(ε₀ω²),  ω_p² = e²D/ε₀.

This ω_p is the unscreened plasma frequency. The optical mass is defined by D = n/m_opt. At fixed density n, D can still change if K differs from state to state.

**Q:** How does K vary in this conduction band?

**A:** I describe the band by the isotropic law

γ ≡ E + αE² = ħ²k²/(2m),  s ≡ 1 + 2αE,  α > 0,

with m the band-edge mass. The band itself is held fixed while the electrons heat. Differentiating once with respect to kᵢ gives

s ∂E/∂kᵢ = ħ²kᵢ/m.

Differentiating again, and remembering that s also depends on k,

s ∂²E/∂kᵢ∂kⱼ + 2α (∂E/∂kᵢ)(∂E/∂kⱼ) = ħ²δᵢⱼ/m,

where δᵢⱼ is 1 for equal indices and 0 otherwise. Insert the first derivatives and divide by ħ²s:

(1/ħ²) ∂²E/∂kᵢ∂kⱼ = δᵢⱼ/(ms) − 2αħ²kᵢkⱼ/(m²s³).

In the two directions across k the last term vanishes, and the inverse mass is 1/(ms). Along k we use ħ²k²/m = 2γ and s² = 1 + 4αγ:

1/(ms) − 4αγ/(ms³) = [s² − (s² − 1)]/(ms³) = 1/(ms³).

One third of the trace is therefore

K = (2/s + 1/s³)/(3m),
dK/dE = −(2α/3m)(2/s² + 3/s⁴) < 0.

An electron high in the band contributes less to the plasma response than one near the bottom. Its response along its own motion falls fastest, as 1/s³, because its velocity is levelling off.

**Q:** So heating moves electrons up, and D falls. But a Fermi distribution changes at all energies. Can you prove the sign without assuming a small temperature rise?

**A:** Yes. Compare a cold distribution f₁ at T₁ with a hot one f₂ at T₂, both of density n. Each depends only on x = (E − μ)/(k_BT), where μ is the chemical potential. They are equal where their x values agree, which is a linear equation with one root:

E_c = (μ₁T₂ − μ₂T₁)/(T₂ − T₁).

Since x rises more slowly with E in the hot case, Δf = f₂ − f₁ is negative below E_c and positive above it. Equal density means

∫ g Δf dE = 0,

so the crossing must lie inside the band; otherwise the integrand would have one sign. The same condition lets us subtract the constant K(E_c) without changing the integral:

ΔD = ∫ g Δf K dE = ∫ g Δf [K(E) − K(E_c)] dE.

Below E_c the bracket is positive and Δf negative. Above E_c both signs are reversed. The product is negative on both sides, so ΔD < 0. Within this band model the result holds for any two temperatures, degenerate or not.

The sign does not need a thermal distribution either. If an isotropic distribution is changed by moving electrons upward in energy, each move lowers the sum of K. The size of the effect does depend on the distribution.

**Q:** What would happen in an ordinary parabolic band?

**A:** There α = 0 and K = 1/m for every state. Then D = n/m, and heating changes nothing. Displacing numerical Fermi distributions at 1000 K and 4000 K confirmed this: the ratio of the two D values was 1.000000.

A band that stiffens gives the opposite sign. Take

E = (ħ²/2m)(k² + bk⁴),  b > 0.

In three dimensions the sum of second derivatives is 6 for k² and 20k² for k⁴, so

K = (1/3)(1/2m)(6 + 20bk²) = (1/m)(1 + 10bk²/3).

This rises with energy. With b = 0.05 nm², m = 0.25 m₀ and n = 10²¹ cm⁻³, where m₀ is the free-electron mass, heating from 1000 K to 4000 K raised D by 2.7 %. Heat by itself therefore does not fix the sign; the slope of K does.

**Q:** I would have said that the mass at the chemical potential grows with temperature. Is that the same explanation?

**A:** No, it gives the wrong sign. The density of states here rises with energy, so symmetric smearing about a fixed μ would add electrons. To keep n fixed, μ must fall, and the mass ms evaluated at μ falls with it.

An edge form of D shows what is missing. Let N be the density of states below E, counted up to wavevector k:

N = k³/(3π²) ∝ γ^(3/2),  g = dN/dE = (3/2)(s/γ)N.

Differentiate N/(ms), then use N = 2γg/(3s):

d/dE [N/(ms)] = g/(ms) − 2αN/(ms²)
= (g/m)[1/s − 4αγ/(3s³)]
= (g/m)[1/s − (s² − 1)/(3s³)]
= (g/3m)(2/s + 1/s³) = gK.

Now integrate D by parts. The boundary terms vanish because N = 0 at the band edge and f vanishes at high energy:

D = ∫ (−df/dE) N/(ms) dE,  n = ∫ (−df/dE) N dE.

Thus 1/m_opt is an average of 1/(ms) with weight (−df/dE)N. The derivative is symmetric about μ, but N favours the upper side of the thermal edge. Evaluating the mass at μ discards that upper side. At zero temperature the edge is sharp, and D = n/(ms_F), with subscript F for the Fermi energy E_F.

**Q:** Can I have a formula for modest heating?

**A:** For k_BT well below E_F, expand any smooth A(E) about μ under the thermal edge. Odd terms cancel, and the mean of (E − μ)² is π²(k_BT)²/3. Hence, to second order in T,

∫ (−df/dE) A dE = A(μ) + a A″(μ),  a = π²(k_BT)²/6.

Apply this first to A = N. Fixed density requires

N(E_F) = N(μ) + a N″,  so μ − E_F = −a g′/g.

Next take A = N/(ms), whose first derivative is gK and whose second is g′K + gK′. The change from zero temperature is

ΔD = gK(μ − E_F) + a(g′K + gK′)
= −a g′K + a g′K + a gK′ = a g(E_F)K′(E_F).

The fall of μ cancels the terms in g′ and leaves the slope of K. Insert g = 3ns/(2γ) and the earlier K′:

ΔD = −a (nα/mγ_F)(2/s_F + 3/s_F³).

Divide by D = n/(ms_F):

Δω_p²/ω_p² = −(π²/6)(k_BT)² (α/γ_F)(2 + 3/s_F²).

For αE_F ≪ 1, γ_F tends to E_F and the last bracket to 5, so the change is −(5π²/6)α(k_BT)²/E_F. It vanishes with α, as it should. For αE_F ≫ 1, γ_F tends to αE_F² and the bracket to 2. The result is −(π²/3)(k_BT/E_F)², with α gone: at given E_F, more nonparabolicity no longer increases the relative change. The film worked out below has αE_F ≈ 0.4 and lies in neither limit; each limit would overstate its change about 2.4 times, so the full expression is needed there.

**Q:** A laser delivers energy, not temperature. Can the result be written that way?

**A:** Yes, at the same order. The step leading to ΔD = a gK′ used K only as a quantity summed over occupied states. Replace K by E, whose slope is one, and the increase in electron energy density is ΔU = a g(E_F). Therefore

ΔD = K′(E_F) ΔU.

At this order, the slope of the inverse mass converts absorbed energy into lost plasma response.

**Q:** How does the change of ω_p reach the epsilon-near-zero wavelength?

**A:** Add a damping rate Γ to the response:

ε = ε∞ − ω_p²/[ω(ω + iΓ)].

Multiplying numerator and denominator by ω − iΓ gives the real part

Re ε = ε∞ − ω_p²/(ω² + Γ²).

It crosses zero at

ω_ENZ² = ω_p²/ε∞ − Γ²,  λ_ENZ = 2πc/ω_ENZ,

provided ω_p²/ε∞ > Γ². If damping is stronger than that, there is no crossing. With ε∞ and Γ held fixed, a smaller ω_p gives a smaller ω_ENZ and a longer wavelength. Only the real part vanishes there; the imaginary part is ε∞Γ/ω_ENZ.

**Q:** Put in numbers for a heavily doped film.

**A:** I choose n = 10²¹ cm⁻³, m = 0.25 m₀, α = 0.4 eV⁻¹, ε∞ = 4 and ħΓ = 0.10 eV. The Fermi wavevector (3π²n)^(1/3) is 3.094 nm⁻¹, which gives γ_F = 1.459 eV. Solving the band law,

E_F = [√(1 + 4 × 0.4 × 1.459) − 1]/(2 × 0.4) = 1.032 eV,
s_F = 1 + 2 × 0.4 × 1.032 = 1.826.

K is 4.00/m₀ at the band edge but 1.68/m₀ at E_F, so there is a large slope to exploit.

Heat the electrons from 300 K to 4000 K. The Fermi functions cross at 1.048 eV. Above that energy the hot distribution holds 3.77 × 10²⁰ cm⁻³ more electrons, 38 % of the total, and below it the same number fewer. The mean K is 2.041/m₀ for the states left and 1.333/m₀ for those entered. In units of 10²¹ cm⁻³/m₀,

ΔD = 0.377 × (1.333 − 2.041) = −0.267.

D falls from 2.189 to 1.922, or by 12.2 %. The optical mass rises from 0.457 to 0.520 m₀. Over the same range μ drops from 1.031 to 0.818 eV, and the mass at μ drops from 0.456 to 0.414 m₀. That second mass would have predicted a blueshift.

In these units the constant e²ħ²/ε₀ is 1.379 eV², so

cold: ħω_p = √(1.379 × 2.189) = 1.737 eV,
hot: ħω_p = √(1.379 × 1.922) = 1.628 eV.

The crossings are at

cold: √(1.737²/4 − 0.10²) = 0.863 eV, or 1437 nm,
hot: √(1.628²/4 − 0.10²) = 0.808 eV, or 1535 nm.

The redshift is 98 nm. For a probe fixed at 1437 nm, Re ε goes from zero to 0.49, while the hot imaginary part is 0.41.

**Q:** How far can I trust the simple formula here?

**A:** It depends on the temperature. Measured from zero temperature, the changes of ω_p² are:

600 K: full integral −0.349 %, formula −0.350 %;
2000 K: full integral −3.7 %, formula −3.9 %;
4000 K: full integral −12.3 %, formula −15.5 %.

At 4000 K, k_BT is 0.345 eV, a third of E_F, and the expansion overstates the effect. Heating from 300 K to 2000 K gives a redshift of 27 nm.

The energy form can be checked too. Reaching 4000 K from 300 K takes 50.2 J/cm³, or 0.313 eV per electron. The slope at E_F is

K′ = −[2 × 0.4/(3 × 0.25)] × (2/1.826² + 3/1.826⁴) = −0.928 per m₀ and eV.

This gives ΔD = −0.928 × 0.313 = −0.29, against −0.267 from the full integral. The overestimate is about 9 % of the full change, so for this case the energy form is closer than the temperature form.

In a uniformly heated 100 nm film, 50.2 J/cm³ is 0.50 mJ/cm² absorbed, if no heat passes to the lattice during the pulse. The incident fluence must be larger, by an amount set by the film's absorption.

**Q:** What if my pump also creates carriers?

**A:** Then the fixed-density result no longer decides the sign. Extra conduction electrons raise D. At 4000 K, a density increase of 16.7 % would restore the cold D and cancel the redshift, with the other parameters unchanged.

This is more than the 13.9 % that the ratio 2.189/1.922 suggests at constant optical mass. The reason is where the added electrons go. At fixed T, raising μ changes f in proportion to f(1 − f), so

dD/dn = ∫ g f(1 − f)K dE / ∫ g f(1 − f) dE.

Compared with the average over occupied states, the factor 1 − f favours higher energies, where K is smaller. Each added electron therefore restores less than the existing average. A pump that crosses the gap also leaves holes, whose own response this estimate omits.

**Q:** You held ε∞ fixed. Does the rearrangement of electrons not change the interband absorption?

**A:** It does, and a two-band model gives a rough size. The band law can be written as the upper branch of

E + 1/(2α) = √[(1/2α)² + ħ²k²/(2mα)].

Its partner is the mirror-image lower branch, separated from it by Ω = 2E + 1/α = s/α. The underlying Hamiltonian is linear in k, so all curvature comes from coupling between branches. For a small step q, second-order perturbation theory gives an energy ħ²q²|v|²/Ω, where v is the interband velocity element along q, summed over partner states. Equating this to ħ²q²K/2, after averaging over directions, gives K = 2|v|²/Ω.

The corresponding position element is ħ|v|/Ω. An available transition then has polarizability

2e²(ħ|v|/Ω)² Ω/[Ω² − (ħω)²] = e²ħ²K/[Ω² − (ħω)²].

An electron in the upper state blocks it. Hence redistribution changes the background by

Δε∞ = −(e²ħ²/ε₀) ∫ g Δf K/[Ω² − (ħω)²] dE.

For ħω below the gap, the factor multiplying gΔf falls with energy. The crossing argument now makes the integral negative and Δε∞ positive. This adds to the redshift: Δε∞ is about 0.05 at 4000 K, worth 10 nm. The model gap is 1/α = 2.5 eV, smaller than the rough 3.6 eV optical gap of the oxide, so the number is an estimate of scale.

**Q:** How close is all this to a real film, and what would move the 98 nm most?

**A:** The parameters are round values in the rough regime of heavily doped indium tin oxide. The density is near the upper end of common doping. The cold optical mass of 0.46 m₀ is on the heavy side of the roughly 0.3 to 0.4 m₀ often used. The damping implies a mobility of 25 cm²/Vs, which is ordinary for such films. The 98 nm belongs to this model at a chosen electron temperature; it is not a measured shift.

Among the changes tried here, those in the inputs matter most. With the other inputs unchanged, halving α to 0.2 eV⁻¹ gives a redshift of 52 nm, halving the density gives 196 nm, and heating only to 3000 K gives 59 nm. A prediction for a particular film therefore needs its own band parameters, density and electron temperature.

Constant damping is an assumption that real films can break. If Γ rose by 50 % on heating, the hot crossing would move another 15 nm to the red. If the rate instead varied with energy as 1/(k²v), the form for unscreened charged impurities, and equalled 0.10 eV/ħ at E_F, the total redshift would be 106 nm. That form grows without limit near the band edge. At this density the impurities are screened, and with the screening factor ln(1 + ξ) − ξ/(1 + ξ), ξ = 4k²/q_s², where q_s is the screening wavevector, the redshift is 96 to 99 nm, close to the constant-damping value.

The band law is also uncertain high in the band. At 4000 K, 5.8 % of the electrons lie above 2 eV. Freezing K there at its 2 eV value, with the density of states unchanged, gives 95 nm.

The next three corrections are smaller. With a 3.6 eV gap, a hole mass of 3 m₀ and one chemical potential for both bands, thermal pairs at 4000 K amount to about 2 × 10⁻⁵ of n. The fundamental gap, which governs thermal pairs, is smaller than the optical one in indium oxide; a value of 2.8 eV would raise the fraction about tenfold, still negligible here. Once the electrons share their heat, a rough lattice heat capacity of 2.5 J/(cm³ K) gives a rise of 50.2/2.5 = 20 K. Running the film at 400 K instead of 300 K shifts the crossing by 0.5 nm through the electron distribution alone.

I have not sized the first moments after the pulse, before the electrons share one temperature, or any change of the band caused by the hot electrons themselves. Uneven heating through the film is also left out; a single λ_ENZ would then no longer describe the whole layer. The numerical output below lists most of the values used here.

Values computed for the example and the checks

```
density n = 1.00e+21 cm^-3
band-edge mass = 0.25 m0, alpha = 0.40 1/eV
eps_inf = 4.0, hbar*Gamma = 0.10 eV
mobility implied at 300 K = 25.3 cm2/Vs
Fermi wavevector = 3.094 1/nm
gamma_F = 1.4586 eV, E_F = 1.0323 eV, s_F = 1.8258
K at band edge = 4.000, at E_F = 1.680 1/m0
T = 300 K: kT = 0.0259 eV, mu = 1.0311 eV
  mass at mu = 0.4562 m0, optical mass = 0.4569 m0
  hbar*wp = 1.7373 eV, ENZ = 0.8629 eV = 1436.9 nm
T = 2000 K: kT = 0.1723 eV, mu = 0.9798 eV
  mass at mu = 0.4460 m0, optical mass = 0.4740 m0
  hbar*wp = 1.7056 eV, ENZ = 0.8469 eV = 1464.0 nm
T = 4000 K: kT = 0.3447 eV, mu = 0.8179 eV
  mass at mu = 0.4136 m0, optical mass = 0.5204 m0
  hbar*wp = 1.6277 eV, ENZ = 0.8077 eV = 1535.0 nm
ENZ redshift 300 to 2000 K = 27.1 nm
ENZ redshift 300 to 4000 K = 98.1 nm
change of wp^2, 300 to 4000 K = -12.21 %
change of wp, 300 to 4000 K = -6.30 %
wp^2 change from 0 to 600 K: full -0.349 %, low-T law -0.350 %
wp^2 change from 0 to 2000 K: full -3.697 %, low-T law -3.886 %
wp^2 change from 0 to 4000 K: full -12.288 %, low-T law -15.543 %
crossing energy, 300 and 4000 K = 1.0484 eV
electrons moved up across it = 3.773e+20 cm^-3
mean K of states left = 2.0409 1/m0, entered = 1.3326 1/m0
n/m_opt: cold 2.1888, hot 1.9216, change -0.2673 (1e21 cm^-3/m0)
hot eps at cold ENZ wavelength = 0.488 + 0.407 i
parabolic control: weight ratio 4000 K/1000 K = 1.000000
stiffening control: weight ratio 4000 K/1000 K = 1.0268
absorbed energy to reach 4000 K = 50.2 J/cm3
  in a 100 nm film = 0.502 mJ/cm2
Neglected effects at 4000 K:
damping up by 50 %: extra shift = 14.9 nm
impurity-type damping: total redshift = 105.7 nm
interband background: eps change = 0.0512, extra shift = 9.9 nm
  gap of that two-band model = 2.50 eV
electrons above 2 eV = 5.82 %
inverse mass frozen above 2 eV: redshift = 95.1 nm
rough gap = 3.6 eV, rough hole mass = 3.0 m0
thermal pairs across gap / n = 1.7e-05
rough lattice heat capacity = 2.5 J/(cm3 K)
later lattice heating = 20.1 K
electrons at 400 K instead of 300 K: shift = 0.49 nm
density rise that cancels the redshift = 16.7 %
ENZ change on halving the grid = 0.0e+00 nm
```
